\section*{The Omitted Zero-Wavevector Term of Exact Exchange in Periodic Insulators}

\section{What is dropped}

\textbf{Q:} In a periodic exact-exchange calculation the term with $\mathbf q+\mathbf G=0$ is infinite, so one leaves it out. It is one term among very many. Why should I worry about it?

\textbf{A:} Its weight falls as the mesh is refined, but the quantity it multiplies is infinite, so counting terms settles nothing. We need the sum itself. I use Hartree atomic units and take an insulator with integer occupations and a cubic cell of side $a$. An $n\times n\times n$ mesh has $N_k=n^3$ points. Its Bloch orbitals are periodic, up to a common phase if the mesh is shifted, in a supercell of side $L=na$ and volume $\Omega=L^3$. Exchange acts between equal spins, so I treat one spin channel, with $N$ occupied spin-orbitals $\psi_a$ normalized in the supercell. The orbitals are held fixed. With
\begin{equation}
\gamma(\mathbf r,\mathbf r')=\sum_a\psi_a(\mathbf r)\psi_a^*(\mathbf r'),
\end{equation}
the exchange energy per spin-orbital for an interaction $v$ is
\begin{equation}
\varepsilon=-\frac1{2N}\int_\Omega\!\!\int_\Omega|\gamma(\mathbf r,\mathbf r')|^2v(\mathbf r-\mathbf r')\,d^3r\,d^3r'
=-\frac12\int_\Omega P(\mathbf s)\,v(\mathbf s)\,d^3s ,
\label{eq:eps}
\end{equation}
where
\begin{equation}
P(\mathbf s)=\frac1N\int_\Omega|\gamma(\mathbf r,\mathbf r+\mathbf s)|^2d^3r .
\end{equation}
$P$ is the averaged exchange hole, counted positive. It is even in $\mathbf s$, because $|\gamma(\mathbf r,\mathbf r')|^2$ is symmetric in its arguments.

\textbf{Q:} Where is the sum over $\mathbf q+\mathbf G$ in that?

\textbf{A:} Take the Fourier coefficients of $P$ at the reciprocal vectors $\mathbf Q$ of the supercell. Inserting the two sums in $|\gamma|^2$ gives
\begin{align}
F(\mathbf Q)&=\int_\Omega P(\mathbf s)e^{-i\mathbf Q\cdot\mathbf s}d^3s
=\frac1N\sum_{ab}M_{ab}^*M_{ab}
=\frac1N\sum_{ab}|M_{ab}(\mathbf Q)|^2,\\
M_{ab}(\mathbf Q)&=\int_\Omega\psi_a^*(\mathbf r)e^{-i\mathbf Q\cdot\mathbf r}\psi_b(\mathbf r)\,d^3r .
\end{align}
By translation symmetry $M_{ab}$ vanishes unless $\mathbf Q$ equals $\mathbf k_b-\mathbf k_a$ plus a reciprocal vector $\mathbf G$ of the crystal. Hence $\mathbf Q=\mathbf q+\mathbf G$. The calculation without the singular term is
\begin{equation}
\varepsilon_{\rm mesh}=-\frac1{2\Omega}\sum_{\mathbf Q\ne0}\frac{4\pi}{Q^2}F(\mathbf Q).
\label{eq:mesh}
\end{equation}
At $\mathbf Q=0$ orthonormality gives $M_{ab}=\delta_{ab}$, so $F(0)=1$. The numerator does not cancel the singularity.

\section{The interaction actually used}

\textbf{Q:} You have removed an infinite number. How can the error be finite?

\textbf{A:} The correct limit is an integral over $\mathbf Q$, and $1/Q^2$ is integrable in three dimensions because the volume element supplies $Q^2$. The infinity belongs to the sampling point. To find the error, read (\ref{eq:mesh}) in real space: it is (\ref{eq:eps}) with
\begin{equation}
v_0(\mathbf s)=\frac1\Omega\sum_{\mathbf Q\ne0}\frac{4\pi}{Q^2}e^{i\mathbf Q\cdot\mathbf s}.
\end{equation}
Dropping the term thus replaces $1/s$ by a periodic potential of zero average. Applying the Laplacian term by term, and using $\Omega^{-1}\sum_{\mathbf Q}e^{i\mathbf Q\cdot\mathbf s}=\sum_{\mathbf R}\delta(\mathbf s-\mathbf R)$ with $\mathbf R$ the supercell lattice vectors, we get
\begin{equation}
\nabla^2v_0=-4\pi\sum_{\mathbf R}\delta(\mathbf s-\mathbf R)+\frac{4\pi}{\Omega}.
\end{equation}
This is the potential of a lattice of unit charges in a uniform neutralizing background.

\textbf{Q:} How does it differ from $1/s$ near the origin?

\textbf{A:} Let $w=v_0-1/s$. The delta function at the origin cancels, so $w$ is smooth there and $\nabla^2w=4\pi/\Omega$. Call its value at the origin $-\xi$. Inversion removes odd powers of $\mathbf s$. Cubic symmetry forces the quadratic term to be $cs^2$, and $\nabla^2(cs^2)=6c$ gives $c=2\pi/(3\Omega)$. Therefore
\begin{equation}
v_0(\mathbf s)=\frac1s-\xi+\frac{2\pi s^2}{3\Omega}+O(s^4/L^5).
\label{eq:expand}
\end{equation}
The powers of $L$ follow from scaling. With $\mathbf Q=2\pi\mathbf m/L$, each term of $v_0$ has the prefactor $L^{-3}L^2=L^{-1}$ and depends otherwise on $\mathbf s/L$ alone. In particular, $\xi$ is a pure number divided by $L$.

The constant $-\xi$ is the Madelung potential of the supercell: the potential at one charge due to its periodic images and the background.

\section{The energy error}

\textbf{Q:} An expansion about $\mathbf s=0$ is of use only if the hole is small compared with the supercell. And $\gamma$ itself depends on the mesh.

\textbf{A:} Both points are met by the gap. The projector on the occupied bands at $\mathbf k$ is then an analytic, periodic function of $\mathbf k$, and Fourier coefficients of such a function decay exponentially. These coefficients give the infinite-mesh $\gamma_\infty(\mathbf r,\mathbf r')$ at growing separation. For a mesh containing $\mathbf k=0$, replacing the integral over $\mathbf k$ by the mesh sum adds the images,
\begin{equation}
\gamma(\mathbf r,\mathbf r')=\sum_{\mathbf R}\gamma_\infty(\mathbf r,\mathbf r'+\mathbf R),
\end{equation}
because $N_k^{-1}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf T}$, for a crystal lattice vector $\mathbf T$, is one if $\mathbf T$ is a supercell vector and zero otherwise. A shifted mesh merely attaches phases to the images. Once $L$ is several decay lengths, the images change $P$ by exponentially small amounts, and $P$ is negligible where (\ref{eq:expand}) is poor.

We also know the integral of $P$. Since $\gamma$ is a projector, $\gamma^2=\gamma$, and
\begin{equation}
\int_\Omega P\,d^3s=\frac1N\operatorname{Tr}\gamma^2=\frac1N\operatorname{Tr}\gamma=1 .
\end{equation}
Inserting (\ref{eq:expand}) in (\ref{eq:eps}) gives
\begin{equation}
\varepsilon_{\rm mesh}=-\frac12\int\frac{P}{s}\,d^3s+\frac{\xi}{2}\int P\,d^3s-\frac12\,\frac{2\pi}{3\Omega}\int s^2P\,d^3s+O(L^{-5}).
\end{equation}
The first term is the infinite-mesh limit $\varepsilon_\infty$, apart from the exponentially small changes. Hence
\begin{equation}
\boxed{\;\varepsilon_{\rm mesh}-\varepsilon_\infty=\frac{\xi}{2}-\frac{\pi}{3\Omega}\langle s^2\rangle+O(L^{-5})\;}
\label{eq:result}
\end{equation}
with $\langle s^2\rangle=\int s^2P\,d^3s$. The leading error does not depend on the shape of the hole, only on its normalization. A doubly occupied spatial orbital contains two spin-orbitals and carries the leading error $\xi$.

\textbf{Q:} And how fast does this vanish?

\textbf{A:} Since $L=N_k^{1/3}a$, the leading term falls as $N_k^{-1/3}$. The next one falls as $\Omega^{-1}\propto N_k^{-1}$. Adding $-\xi/2$ per occupied spin-orbital therefore changes the convergence from the first rate to the second.

\section{The number}

\textbf{Q:} What is $\xi$ for a simple cubic supercell? Its defining sum does not converge at the origin.

\textbf{A:} Split the Coulomb potential with a parameter $\alpha>0$:
\begin{equation}
\frac1r=\frac{\operatorname{erf}(\alpha r)}r+\frac{\operatorname{erfc}(\alpha r)}r .
\end{equation}
The first part is the potential of a unit Gaussian charge whose Fourier transform is $e^{-K^2/4\alpha^2}$, so its own transform is $4\pi e^{-K^2/4\alpha^2}/K^2$. The second part has the transform $4\pi(1-e^{-K^2/4\alpha^2})/K^2$, which tends to $\pi/\alpha^2$ as $K\to0$. We sum this second part over real-space images and remove its zero-wavevector term:
\begin{equation}
v_0(\mathbf s)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\alpha|\mathbf s-\mathbf R|)}{|\mathbf s-\mathbf R|}-\frac{\pi}{\alpha^2\Omega}
+\frac{4\pi}\Omega\sum_{\mathbf Q\ne0}\frac{e^{-Q^2/4\alpha^2}}{Q^2}e^{i\mathbf Q\cdot\mathbf s}.
\end{equation}
Now subtract $1/s$ and let $s\to0$. The $\mathbf R=0$ term leaves $-\operatorname{erf}(\alpha s)/s\to-2\alpha/\sqrt\pi$. Changing the overall sign,
\begin{equation}
\xi=\frac{2\alpha}{\sqrt\pi}+\frac{\pi}{\alpha^2\Omega}
-\frac{4\pi}\Omega\sum_{\mathbf Q\ne0}\frac{e^{-Q^2/4\alpha^2}}{Q^2}
-\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\alpha R)}R .
\end{equation}
Both sums converge rapidly, and for the simple cubic supercell they give
\begin{equation}
\xi=\frac{2.837297}{L},\qquad \frac{\xi}{2}=\frac{1.418649}{L}.
\end{equation}
So $2.837297/L$ is the magnitude of the Madelung potential, and the energy error per occupied spin-orbital is half of it.

\textbf{Q:} Could I get the same number by adding up charges in real space?

\textbf{A:} Yes, if the average potential is watched. Give each unit charge its own cube of background. This neutral cell has no dipole or quadrupole moment, so its potential falls off fast enough for the direct sum to converge. At a charge, with its own $1/s$ removed, the sum is $-2.3137/L$. But its average is not zero. At small $K$ the cell density $\rho$ has the transform $-(K^2/6)\int\rho r^2d^3r$; multiplying by $4\pi/K^2$ and dividing by $\Omega$ gives the average
\begin{equation}
\bar v=-\frac{2\pi}{3\Omega}\int\rho r^2d^3r
=-\frac{2\pi}{3L^3}\left(-\frac{L^2}{4}\right)=\frac{\pi}{6L}=\frac{0.5236}{L}.
\end{equation}
The value $-L^2/4$ is minus the mean of $r^2$ over the cube, $3\times L^2/12$. Subtracting the average gives $(-2.3137-0.5236)/L=-2.8373/L$, as required.

\textbf{Q:} Then is $\xi$ simply the integral of $4\pi/q^2$ over the small cell around $\mathbf q=0$ that was left out?

\textbf{A:} That is most of it. With $\mathbf q=2\pi\mathbf x/L$,
\begin{equation}
\int_{\rm mini\text{-}cell}\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}
=\frac1{\pi L}\int_{\rm unit\ cube}\frac{d^3x}{x^2}=\frac{2.4427}{L},
\end{equation}
or 86\% of $\xi$. The other $0.3945/L$ comes from sampling $1/q^2$ at the centres of the remaining cells. For a cube of side $h$, the average of a smooth function exceeds its central value by $h^2\nabla^2f/24$ to leading order, and $\nabla^2q^{-2}=2q^{-4}$ is positive. Far from the origin the sampled sum is therefore too small. The program sums the differences over the cells in two finite cubes, including the near ones where this estimate is crude, extrapolates the remaining tail, and recovers the Ewald value.

\section{A crystal in which it can be checked}

\textbf{Q:} I would like to see this for orbitals that come from a Hamiltonian.

\textbf{A:} Take noninteracting electrons of one spin in
\begin{equation}
V(\mathbf r)=-V_0\left[\cos\frac{2\pi x}a+\cos\frac{2\pi y}a+\cos\frac{2\pi z}a\right],
\end{equation}
with $a=6$ bohr, $V_0=0.4$ hartree and the lowest band filled. The gap is $0.329$ hartree. The orbitals factorize, and so does the hole: $P(\mathbf s)=P_1(s_x)P_1(s_y)P_1(s_z)$. Its limit can be found without a three-dimensional mesh. Using $1/s=(2/\sqrt\pi)\int_0^\infty e^{-u^2s^2}du$,
\begin{equation}
\varepsilon_\infty=-\frac1{\sqrt\pi}\int_0^\infty\left[\int P_1(s)e^{-u^2s^2}ds\right]^3du=-0.2810736\ \text{hartree}.
\end{equation}
Here $P_1$ comes from the real-space density matrix of a 24-cell chain. Its second moment is $\sigma^2=2.16875$ bohr$^2$, so $\langle s^2\rangle=3\sigma^2$ and the second term of (\ref{eq:result}) becomes $-\pi\sigma^2/\Omega$.

For $n=12$ we have $L=72$ bohr, and in hartree
\begin{align}
\frac\xi2&=\frac{2.837297}{2\times72}=0.0197035,\\
-\frac{\pi\sigma^2}{\Omega}&=-\frac{\pi\times2.16875}{72^3}=-0.0000183,\\
\varepsilon_{\rm mesh}-\varepsilon_\infty&=-0.2613884+0.2810736=0.0196852 .
\end{align}
The first two lines add to the third. The error is $0.54$ eV per spin-orbital, or 7\% of $|\varepsilon_\infty|$, with 1728 $k$-points. After subtraction of $\xi/2$ it is $-0.50$ meV. Between $n=6$ and $n=12$ the fitted exponents of $N_k$ are $-0.332$ for the raw error and $-1.0025$ for the corrected one.

\textbf{Q:} Does the remainder formula work on coarse meshes too?

\textbf{A:} Less well. At $n=2$ the corrected error is $-6.3\times10^{-3}$ hartree, against $-\pi\sigma^2/\Omega=-3.9\times10^{-3}$. At $n=3$ it is $-0.93\times10^{-3}$ against $-1.17\times10^{-3}$. The deviation changes sign, so these meshes are not yet in the asymptotic regime. Higher terms of (\ref{eq:expand}) and overlap of the hole with its images can both contribute; the calculation does not separate them. At $n=12$ the computed and predicted remainders agree to about 0.1\%.

\textbf{Q:} Why not refine the mesh and forget the correction?

\textbf{A:} For a raw error below $10^{-3}$ hartree in this crystal, the leading term requires
\begin{equation}
n>\frac{2.837297}{2\times6\times10^{-3}}=236.4 ,
\end{equation}
hence $n=237$ and $N_k\approx1.3\times10^7$. With the correction, the $n=4$ mesh of 64 points already has an error of magnitude $5\times10^{-4}$ hartree.

\section{Levels, shapes and metals}

\textbf{Q:} If each occupied orbital has an energy error $\xi/2$, do the occupied levels rise by $\xi/2$?

\textbf{A:} They rise by $\xi$. The exchange energy is quadratic in $\gamma$, so its variation removes the factor one half. The exchange operator has the kernel
\begin{equation}
K(\mathbf r,\mathbf r')=-\gamma(\mathbf r,\mathbf r')v(\mathbf r-\mathbf r'),
\end{equation}
and replacing $v$ by $v-\xi$ adds $+\xi\gamma$. This projector gives $\xi$ on occupied orbitals and zero on empty ones. With full exact exchange, the gap is thus too small by $\xi$ at leading order. In the model, going from $n=12$ to $n=6$ raises the exchange expectation value of the occupied state at $\mathbf k=0$ by $0.0393$ hartree, while $\xi$ grows by $0.0394$. The value for the empty state tested changes by $0.00003$ hartree.

The added operator $\xi\gamma$ does not mix occupied with empty orbitals. In a Hartree--Fock calculation this leading part therefore leaves a self-consistent $\gamma$ self-consistent, provided the raised occupied levels stay below the empty ones; the terms beyond it can change the orbitals.

\textbf{Q:} Is the number of $k$-points all that matters, then?

\textbf{A:} No. The law $N_k^{-1/3}$ assumes that the supercell keeps its shape as it grows. A $4\times4\times32$ mesh has the same 512 points as $8\times8\times8$, but its supercell is elongated. The Ewald sum for that cell gives $\xi/2=-0.0933$ hartree, and the computed error is $-0.0934$ hartree. For the cubic mesh the error is $+0.0295$ hartree. The elongated mesh has the larger error, with the opposite sign.

\textbf{Q:} And in a metal?

\textbf{A:} Two steps of the argument need care. With fractional occupations $f_a$, $\gamma$ is not a projector and
\begin{equation}
\int P\,d^3s=\frac{\sum_af_a^2}{\sum_af_a}<1 ,
\end{equation}
so the constant term is reduced by this factor. Also, without a gap the exponential decay of $\gamma$ is no longer guaranteed, and $\langle s^2\rangle$ need not be finite. The $1/N_k$ convergence after correction is therefore established here for insulators, not for metals. The numerical check that accompanies this text tests the insulating case, including the two exponents, the remainder, the level shifts and the elongated mesh.

\section*{Table of computed values}
\begin{verbatim}
xi*L, simple cubic, Ewald: 2.837297
xi*L, real-space neutral cells: 2.837301
  direct potential*L before mean removal: -2.313703
  mean potential*L removed: 0.523599
xi*L, quadrature error of 1/q^2: 2.837295
  part from omitted q=0 mini-cell: 2.442750
  its fraction of xi*L: 0.8609
  part from all other cells: 0.394548
Cell side a: 6.0 bohr
Potential amplitude V0: 0.4 hartree
Band gap of model: 0.3290 hartree
Integral of exchange hole: 1.00000000
sigma2 (one component): 2.16875 bohr^2
<s^2> (three components): 6.50626 bohr^2
Infinite-mesh exchange per orbital: -0.2810736 hartree
Per spin-orbital, energies in hartree:
  n   N_k  L/bohr  E_mesh      error      xi/2       error-xi/2
  2     8   12.0  -0.1691953  0.1118783  0.1182207  -6.3424e-03
  3    27   18.0  -0.2031942  0.0778794  0.0788138  -9.3438e-04
  4    64   24.0  -0.2224885  0.0585851  0.0591104  -5.2522e-04
  6   216   36.0  -0.2418136  0.0392600  0.0394069  -1.4692e-04
  8   512   48.0  -0.2515802  0.0294934  0.0295552  -6.1736e-05
 12  1728   72.0  -0.2613884  0.0196852  0.0197035  -1.8270e-05
Raw error at n=12: 0.5357 eV
Corrected error at n=12: -4.972e-04 eV
Exponent of N_k, raw error, n=6 to 12: -0.3320
Exponent of N_k, corrected, n=6 to 12: -1.0025
Predicted remainder at n=12: -1.8254e-05 hartree
Remainder, computed/predicted, n=12: 1.0009
Mesh 4x4x32, N_k: 512
Mesh 4x4x32, error: -0.093361 hartree
Mesh 4x4x32, xi/2: -0.093277 hartree
Exchange level at k=0, value at n=6 minus value at n=12:
  occupied level: 0.039314 hartree
  empty level: 0.000032 hartree
  change of xi: 0.039407 hartree
n for raw error below 1 millihartree (xi/2 only): 237
  corresponding N_k: 13312053
\end{verbatim}
